# Curvature Damping of a Ripple on a Solid-Phase Crystallization Front

## 1. The decay rate and its range of validity

### Result

A crystal grows into amorphous material behind a front whose normal speed is

$$V=v_0(1-G\kappa),\qquad v_0>0,\quad G>0. \tag{1}$$

Here $v_0$ is the speed of a flat front, $G$ is a constant length, and $\kappa$ is the curvature of the front, positive where the crystal is convex. A ripple $a\cos qx$ on an otherwise flat front then decays, to first order in $a$, as

$$A(t)=a\,e^{-st},\qquad s=v_0Gq^2. \tag{2}$$

Two conditions stand behind "first order in $a$". The slope must be small, $aq\ll1$. For an isotropic front the amplitude must also be small compared with the curvature length, $a\ll G$. If the slope is small but $a$ is not small compared with $G$, the late decay rate is still $s$, but the amplitude that multiplies $e^{-st}$ is no longer $a$. Section 2 gives the replacement.

### Geometry of the front

Let the front be the curve $y=h(x,t)$, with crystal below it and amorphous material above. The ripple varies along $x$ alone, so the curvature in the third direction is zero. The unit normal pointing out of the crystal is

$$\mathbf n=\frac{(-h_x,\,1)}{\sqrt{1+h_x^2}},$$

where subscripts $x$ and $t$ denote partial derivatives.

A point that rides on the front with velocity $V\mathbf n$ has coordinates satisfying $y(t)=h(x(t),t)$ at all times. Differentiating this condition gives $\dot y=h_t+h_x\dot x$. With $\dot x=Vn_x$ and $\dot y=Vn_y$,

$$h_t=V(n_y-h_xn_x)=V\,\frac{1+h_x^2}{\sqrt{1+h_x^2}}=V\sqrt{1+h_x^2}. \tag{3}$$

The square root exceeds one on a slope: a tilted piece of front that moves a given distance along its normal rises by more than that distance at fixed $x$.

For the curvature, let $\varphi=\arctan h_x$ be the angle of the tangent and $\ell$ the arc length, with $d\ell=\sqrt{1+h_x^2}\,dx$. Then

$$\frac{d\varphi}{d\ell}=\frac{1}{\sqrt{1+h_x^2}}\,\frac{h_{xx}}{1+h_x^2}=\frac{h_{xx}}{(1+h_x^2)^{3/2}}.$$

On passing over a crest in the direction of increasing $x$, the tangent angle falls. The crystal is convex there, so the convention for $\kappa$ requires a minus sign:

$$\kappa=-\frac{h_{xx}}{(1+h_x^2)^{3/2}}. \tag{4}$$

Inserting (1) and (4) into (3) gives

$$h_t=v_0\sqrt{1+h_x^2}\left[1+\frac{Gh_{xx}}{(1+h_x^2)^{3/2}}\right]
=v_0\sqrt{1+h_x^2}+\frac{v_0Gh_{xx}}{1+h_x^2}. \tag{5}$$

This is the full height equation. It holds for any slope, as long as the front remains a single-valued function of $x$.

### A check of the signs

A crystalline cylinder of radius $R$ has $\kappa=1/R$, so (1) requires $\dot R=v_0(1-G/R)$. Its upper surface is $h=\sqrt{R^2-x^2}$. Differentiation gives

$$h_x=-\frac{x}{h},\qquad 1+h_x^2=\frac{R^2}{h^2},\qquad
h_{xx}=-\frac1h-\frac{x^2}{h^3}=-\frac{R^2}{h^3}.$$

The right side of (5) becomes

$$v_0\frac Rh+v_0G\left(-\frac{R^2}{h^3}\right)\frac{h^2}{R^2}=\frac{v_0(R-G)}{h}.$$

The left side is $h_t=R\dot R/h$. Equating them returns $\dot R=v_0(1-G/R)$, as required. In this model a cylinder with $R<G$ shrinks, which gives $G$ a direct meaning: it is the radius at which curvature stops the growth of a cylinder. Law (1) is linear in curvature, however, and is best trusted where $G|\kappa|\ll1$.

### Linear decay

Separate the steady advance from the ripple by writing $h=v_0t+\eta(x,t)$. Equation (5) becomes

$$\eta_t=v_0\left(\sqrt{1+\eta_x^2}-1\right)+\frac{v_0G\eta_{xx}}{1+\eta_x^2}.$$

For small slope, $\sqrt{1+\eta_x^2}=1+\tfrac12\eta_x^2-\tfrac18\eta_x^4+\dots$ and $1/(1+\eta_x^2)=1-\eta_x^2+\dots$. Hence

$$\eta_t=v_0G\eta_{xx}+\frac{v_0}{2}\eta_x^2-v_0G\eta_x^2\eta_{xx}-\frac{v_0}{8}\eta_x^4+\dots \tag{6}$$

The one term of first order in $\eta$ is the first, so the linear equation is a diffusion equation with diffusivity $v_0G$. Put $\eta=A(t)\cos qx$. Since $\eta_{xx}=-q^2\eta$,

$$\dot A=-v_0Gq^2A,$$

and integration from $A(0)=a$ gives (2).

The mechanism can be read from (1). At a crest $\kappa=aq^2$, and the front there is slower than a flat one by $v_0Gaq^2$. At a trough it is faster by the same amount. The difference closes the ripple. If $G$ were negative, the same algebra would give growth, fastest at the shortest wavelengths.

### Decay per distance grown

Let $H=v_0t$ be the mean advance in the linear theory. Dividing $\dot A$ by $\dot H=v_0$ gives

$$\frac{dA}{dH}=-Gq^2A,\qquad A=a\,e^{-H/L},\qquad L=\frac1{Gq^2}=\frac{\lambda^2}{4\pi^2G}, \tag{7}$$

where $\lambda=2\pi/q$ is the wavelength. The speed has cancelled. At fixed $G$, a hotter anneal smooths the ripple sooner but not in a thinner regrown layer. Doubling the wavelength at fixed $G$ multiplies the required thickness by four. To reduce the amplitude from $a$ to $a_f$ takes an advance $H=L\ln(a/a_f)$.

### Why small slope is not enough

Compare the first two terms of (6) for $\eta=a\cos qx$. The largest value of the linear term is $v_0Gaq^2$; that of the quadratic term is $\tfrac12v_0a^2q^2$. Their ratio is

$$\frac{\tfrac12v_0a^2q^2}{v_0Gaq^2}=\frac{a}{2G}. \tag{8}$$

The wavenumber has dropped out. Stretching the ripple at fixed amplitude reduces the slope, but it weakens the curvature term just as much as the quadratic term. The remaining terms behave differently: the cubic term in (6) is at most $(aq)^2$ times the largest linear term, and the quartic one at most $(aq)^2/4$ times the largest quadratic term. These do become negligible at small slope.

### The first nonlinear correction

Write $\eta=\eta_1+\eta_2$, with $\eta_1=ae^{-st}\cos qx$ and $\eta_2$ of order $a^2$. The source of $\eta_2$ is

$$\frac{v_0}{2}\eta_{1,x}^2=\frac{v_0a^2q^2}{2}e^{-2st}\sin^2qx
=\frac{sa^2}{4G}e^{-2st}(1-\cos2qx),$$

where $v_0q^2=s/G$ and $\sin^2qx=\tfrac12(1-\cos2qx)$ were used. So $\eta_2=m(t)+b(t)\cos2qx$, with both parts zero at $t=0$.

The mean part obeys $\dot m=(sa^2/4G)e^{-2st}$, which integrates to

$$m=\frac{a^2}{8G}\left(1-e^{-2st}\right). \tag{9}$$

The second harmonic has wavenumber $2q$ and linear decay rate $4s$:

$$\dot b=-4sb-\frac{sa^2}{4G}e^{-2st}.$$

Multiplication by $e^{4st}$ turns this into $d(be^{4st})/dt=-(sa^2/4G)e^{2st}$. Integrating from zero,

$$b=-\frac{a^2}{8G}\left(e^{-2st}-e^{-4st}\right). \tag{10}$$

Relative to the mean height, the negative sign lowers both crest and trough and raises the flanks. Crests become broader and troughs narrower. There is no $\cos qx$ term at second order, so the fundamental amplitude first departs from (2) at third order in $a$.

With $E=e^{-st}$, the second harmonic relative to the linear fundamental has magnitude $(a/8G)(E-E^3)$. Its derivative vanishes at $E=1/\sqrt3$, or $t=\ln3/(2s)$, where the ratio is $0.048\,a/G$.

### Numerical tests of the linear rate and second harmonic

Equation (2) was tested without using the height equation. Points on the front were moved along their normals by law (1), with curvature taken from the circle through three neighbouring points. The flat speed was 0.1 nm/s, the initial amplitude 0.005 nm, and the decay was followed for two decay times.

- For $\lambda=40$ nm and $G=0.5$ nm, the measured rate was $1.2339\times10^{-3}$ s$^{-1}$; the formula gives $1.2337\times10^{-3}$ s$^{-1}$.
- For $\lambda=80$ nm and $G=0.5$ nm, the values were $3.0848\times10^{-4}$ and $3.0843\times10^{-4}$ s$^{-1}$.
- For $\lambda=40$ nm and $G=1.5$ nm, they were $3.7017\times10^{-3}$ and $3.7011\times10^{-3}$ s$^{-1}$.

The same method tested (10) with $a=0.05$ nm, $G=0.5$ nm and $\lambda=40$ nm at the time of greatest relative size. It gave $b=-1.390\times10^{-4}$ nm, against $-1.389\times10^{-4}$ nm from the formula. The three measured rates all exceed the formula by $1.6\times10^{-4}$ in relative terms. This is the remainder of two larger numerical errors of opposite sign, about $-8.0\times10^{-4}$ from the spacing of 64 points per wavelength and $+9.6\times10^{-4}$ from the time step. The tests therefore support the rate to about 0.1%, not to every digit shown, and the last digit of the measured $b$ is uncertain for the same reason. The very small amplitudes in these tests isolate terms of the continuum equation; they do not represent physical atomic displacements.

### Use as a check on a front-tracking code

The linear rate is a useful target for an implementation, provided that the discretization error is known. Suppose that the linear equation is solved on a grid of spacing $\Delta x$ with the central second difference. For a mode $\cos kx$,

$$\frac{\eta(x+\Delta x)-2\eta(x)+\eta(x-\Delta x)}{\Delta x^2}
=-\frac{4}{\Delta x^2}\sin^2\!\left(\frac{k\Delta x}{2}\right)\eta(x).$$

The discrete decay rate at $k=q$, before any time-step error, is therefore

$$s_{\rm grid}=\frac{4v_0G}{\Delta x^2}\sin^2\!\left(\frac{q\Delta x}{2}\right)
\simeq s\left[1-\frac{(q\Delta x)^2}{12}\right],$$

where the last form uses $\sin^2u\simeq u^2(1-u^2/3)$. A forward Euler step $\Delta t$ multiplies each mode by $1-(4v_0G\Delta t/\Delta x^2)\sin^2(k\Delta x/2)$. Its magnitude must not exceed one. The worst case has $\sin^2=1$, which requires

$$\Delta t\le\frac{\Delta x^2}{2v_0G}.$$

This is the limit for the linear curvature term with this particular scheme. The nonlinear slope term can impose a further limit. So can the linear drift term $v'\eta_x$ of Section 2: with a central first difference, forward Euler also needs $\Delta t\le2v_0G/v'^2$.

To measure the ripple amplitude on a uniform grid, project the height onto $\cos qx$ and use twice the mean of $h\cos qx$ over one wavelength. Half the peak-to-trough height also contains higher odd harmonics. If the ripple drifts sideways, use the magnitude of the complex projection, twice the mean of $h\,e^{-iqx}$.

## 2. Finite amplitude, crystal orientation and a silicon example

### Symbols and results carried forward

The front is $h=v_0t+\eta(x,t)$, with crystal below. Its normal speed is $v_0(1-G\kappa)$, with $\kappa>0$ for a convex crystal. The initial ripple is $a\cos qx$, its wavelength is $\lambda=2\pi/q$, and its linear decay rate is $s=v_0Gq^2$. The corresponding decay distance is $L=1/(Gq^2)$. At small slope the height obeys

$$\eta_t=v_0G\eta_{xx}+\frac{v_0}{2}\eta_x^2, \tag{11}$$

with omitted terms smaller by order $(aq)^2$. The quadratic term is not negligible unless $a\ll G$.

### Solution for finite $a/G$

Equation (11) becomes linear under the substitution $\eta=2G\ln W$, with $W>0$. The derivatives are

$$\eta_t=2G\frac{W_t}{W},\qquad \eta_x=2G\frac{W_x}{W},\qquad
\eta_{xx}=2G\left(\frac{W_{xx}}{W}-\frac{W_x^2}{W^2}\right).$$

On the right side of (11), the curvature term contributes $-2v_0G^2W_x^2/W^2$ and the quadratic term contributes $+2v_0G^2W_x^2/W^2$. These cancel. What remains, after division by $2G/W$, is

$$W_t=v_0GW_{xx}. \tag{12}$$

The initial condition is $W=e^{z\cos qx}$ with $z=a/(2G)$. It is even and periodic, so it has the cosine series

$$e^{z\cos\theta}=I_0(z)+2\sum_{n=1}^{\infty}I_n(z)\cos n\theta,\qquad
I_n(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}\cos n\theta\,d\theta.$$

The coefficients $I_n$ are the modified Bessel functions. By (12), the mode $\cos nqx$ decays at rate $n^2s$. Therefore

$$\eta=2G\ln\left[I_0(z)+2\sum_{n=1}^{\infty}I_n(z)e^{-n^2st}\cos nqx\right]. \tag{13}$$

At late times the term $n=1$ dominates the sum. With $\rho=2[I_1(z)/I_0(z)]e^{-st}$, the logarithm is $\ln I_0(z)+\ln(1+\rho\cos qx)$, apart from modes with $n\ge2$. Since $\ln(1+u)\simeq u$ for small $u$,

$$\eta\simeq2G\ln I_0(z)+C\,e^{-st}\cos qx,\qquad
C=4G\frac{I_1(z)}{I_0(z)}. \tag{14}$$

The rate is $s$ for any fixed $z$ within (11); the finite initial amplitude changes the prefactor. The next correction to the fundamental comes from $\tfrac13\rho^3\cos^3qx$, whose $\cos qx$ part is $\tfrac14\rho^3\cos qx$. It is a relative correction $\rho^2/4$.

### Small and large amplitude

For small $z$, expansion of the integrals gives $I_0=1+z^2/4+\dots$ and $I_1=z/2+z^3/16+\dots$. Thus

$$\frac{I_1}{I_0}=\frac z2\left(1+\frac{z^2}{8}-\frac{z^2}{4}+\dots\right),\qquad
C=a\left(1-\frac{a^2}{32G^2}+\dots\right). \tag{15}$$

This recovers the linear result for $a\ll G$. The mean displacement in (14) tends to $2G(z^2/4)=a^2/(8G)$, in agreement with the long-time limit of (9).

For large $z$, note that $I_1/I_0$ is the average of $\cos\theta$ with the positive weight $e^{z\cos\theta}$. It is less than one, and it approaches one as the weight concentrates near $\theta=0$. Hence $C$ is less than $4G$ and approaches it as $z$ grows. A large ripple loses much of its amplitude through the widening of crests and the closing of troughs before it enters the late exponential regime.

The use of (11) requires the slope to remain small. Differentiating (11) shows that $u=\eta_x$ obeys $u_t=v_0Gu_{xx}+v_0uu_x$. At a maximum of $u$, $u_x=0$ and $u_{xx}\le0$, so the maximum cannot grow; the corresponding argument applies to a minimum. An initially small slope therefore stays small in this equation.

A test with the full height equation used $a=4$ nm, $G=0.5$ nm and $\lambda=400$ nm. The initial slope was only 0.063, but $a/G=8$. The prefactor inferred at $t=3/s$ was 1.730 nm, against 1.727 nm from (14) and 4 nm from the linear law. The rate between $3/s$ and $4/s$ was $1.236\times10^{-5}$ s$^{-1}$, against $s=1.234\times10^{-5}$ s$^{-1}$. At $t=3/s$, $\rho=0.086$, so the expected relative correction $\rho^2/4$ is about 0.2%, the size of the prefactor difference.

### Speed that depends on orientation

Crystallization speed can depend on the orientation of the front. Let $\theta=\arctan\eta_x$ be the local angle relative to the mean front, and replace (1) by $V=v(\theta)(1-G\kappa)$, keeping $G$ constant. If $v$ is smooth at $\theta=0$,

$$v(\theta)=v_0+v'\theta+\tfrac12v''\theta^2+\dots,$$

where $v'$ and $v''$ are derivatives at $\theta=0$. To second order in slope, $\theta=\eta_x$, and multiplication by $\sqrt{1+\eta_x^2}$ gives

$$\eta_t=v'\eta_x+v_0G\eta_{xx}+\tfrac12(v_0+v'')\eta_x^2+v'G\eta_x\eta_{xx}+\dots \tag{16}$$

For a linear mode, write $\eta={\rm Re}\,[B(t)e^{iqx}]$. Then $\dot B=(iqv'-s)B$, and

$$\eta=a\,e^{-st}\cos[q(x+v't)]. \tag{17}$$

The ripple drifts with velocity $-v'$ along $x$, while its linear decay rate remains $v_0Gq^2$.

A simple model for silicon takes the speed at angle $\alpha$ from (001) towards (111) as

$$v=v_{001}\left(\cos\alpha-\frac{|\sin\alpha|}{\sqrt2}\right). \tag{18}$$

It vanishes at $\tan\alpha=\sqrt2$, the (111) orientation. Real silicon regrows on (111) slowly but not at zero speed, so the model should not be used close to that orientation. For a mean tilt $\beta$ between the two, and ripple angles that stay on this branch, $v''=-v_0$. The coefficient $(v_0+v'')/2$ in (16) is then zero. The drift speed relative to $v_0$ is

$$-\frac{v'}{v_0}=\frac{\sin\beta+\cos\beta/\sqrt2}{\cos\beta-\sin\beta/\sqrt2}. \tag{19}$$

### Where the smooth expansion fails

Model (18) has a cusp at $\alpha=0$. For a mean front exactly on (001), its contribution to the height equation is

$$v\sqrt{1+\eta_x^2}=v_0\left(1-\frac{|\eta_x|}{\sqrt2}\right).$$

The new term is of first order in slope, like the curvature term, so making the amplitude small does not remove it. The ratio of their largest magnitudes is $(aq/\sqrt2)/(Gaq^2)=1/(\sqrt2Gq)$.

With curvature omitted, $\eta_t=-v_0|\eta_x|/\sqrt2$. Each level on either flank moves towards the crest at speed $v_0/\sqrt2$, and the flat trough region widens. The distance from trough to crest is $\lambda/2$. The ripple is flat when $v_0t/\sqrt2=\lambda/2$, or after an advance

$$H_{\rm cusp}=\frac{\lambda}{\sqrt2}. \tag{20}$$

The linear curvature law must not be used by itself for this case. If the real speed is rounded near (001) over angles larger than those of the ripple, (16) applies again, but a large $|v''|$ can restrict the linear regime severely.

### Worked example: tilted silicon front

Take solid-phase epitaxy near 550 °C with rough, round parameters: $v_0=0.1$ nm/s, $G=0.5$ nm, $\lambda=40$ nm and $a=0.5$ nm. The mean front is tilted by 25° from (001) towards (111), and it advances 100 nm along its mean normal. The height of the ripple varies along the direction of tilt, so its slopes add to or subtract from the tilt angle.

The wavenumber is $q=2\pi/40=0.1571$ nm$^{-1}$. Hence

$$s=(0.1)(0.5)(0.1571)^2=1.234\times10^{-3}\ {\rm s^{-1}},$$

so the decay time is 811 s, or 13.5 min, and $L=v_0/s=81.1$ nm. Regrowth takes $100/0.1=1000$ s. The linear amplitude at the end is

$$A=0.5\,e^{-100/81.1}=0.146\ {\rm nm}.$$

The initial slope is $aq=0.079$, but $a/G=1$. An isotropic front with the same parameters therefore needs (13), which gives 0.142 nm. The moving-point calculation also gives 0.142 nm. The late prefactor is $C=0.485$ nm instead of 0.5 nm, and the eventual extra mean advance is 0.06 nm.

For the tilted front with law (18), the largest ripple angle is 4.5°, so the local orientation stays between about 20.5° and 29.5°, away from the cusp. The full height equation gives a final amplitude of 0.146 nm, in agreement with the linear value. Equation (19) gives a drift of $1.75v_0$, confirmed by the numerical solution at 100 s. Over the whole regrowth the ripple moves sideways by about 175 nm.

### How far real silicon can move these numbers

A speed of order 0.1 nm/s is a rough scale for undoped silicon near this temperature. Here it is assigned to the tilted front; model (18) then implies $0.1/0.6075=0.165$ nm/s on (001). The value of $G$ is less certain, and the orientation law is a model, not a measured curve. Orientation matters most if the speed has a sharp cusp: on exact (001), the cusp alone would flatten this ripple after 28 nm, whereas curvature alone would still leave $e^{-28.3/81.1}=0.71$ of its amplitude. An upwind calculation of the cusp equation left a range of 0.0015 nm at that advance, from an initial 1 nm. With curvature acting as well, about 5% of the range remains there, and rounding the cusp slows the flattening much further: with $|\eta_x|$ replaced by $\sqrt{\eta_x^2+w^2}-w$ and $w=0.1$, about 58% remains. The fast flattening therefore depends on a sharp cusp.

One part of the uncertainty in $G$, the effect of a finite driving energy, can be estimated from a forward-minus-backward rate model,

$$V\propto1-\exp\left[-\frac{\Delta-\gamma\Omega\kappa}{k_BT}\right],$$

where $\Delta$ is the driving energy per atom, $\gamma$ the interface energy per area, $\Omega$ the atomic volume and $k_BT$ the thermal energy. This form takes $\gamma$ as independent of orientation. If it varies with the angle of the front, the stiffness $\gamma+\gamma''$ replaces $\gamma$ in the curvature term, with the derivatives taken with respect to that angle, and $G$ can change considerably. Since $G=-d\ln V/d\kappa$ at $\kappa=0$,

$$G=\frac{\gamma\Omega}{k_BT}\,\frac{1}{e^{\Delta/k_BT}-1}. \tag{21}$$

For $\Delta\ll k_BT$ this tends to $\gamma\Omega/\Delta$. With the rough inputs $\gamma=0.4$ J/m$^2$ and $\Delta=0.1$ eV, that limit gives 0.50 nm, but (21) gives 0.23 nm at 823 K. In this rate model a cylinder stops growing at the radius $\gamma\Omega/\Delta$, still 0.50 nm; the $G$ of (21) describes weak curvature only, and the two lengths agree only for $\Delta\ll k_BT$. With $G=0.23$ nm the decay rate falls to $5.6\times10^{-4}$ s$^{-1}$ at fixed $v_0$. The decay distance rises to about 178 nm, and the linear amplitude after 100 nm becomes about 0.29 nm, twice the earlier value. Now $a/G\approx2.2$. The linear value still holds for the tilted front under law (18), where the $\eta_x^2$ term vanishes, but an isotropic front would end at about 0.27 nm.

Temperature acts mainly through $v_0$ in this model. With an activation energy of 2.7 eV, a 10 K increase multiplies the speed by 1.58. At fixed $G$ and fixed regrown thickness, the final amplitude is unchanged; the anneal is shorter.

A dopant gradient is different from a uniform change in speed. If the flat-front speed varies with height as $v_0+g\eta$ near the mean position, the linear equation gains a term $g\eta$, and the instantaneous decay rate becomes $s-g$. A speed that increases ahead of the front therefore weakens the damping. For this ripple, damping is lost at the start when $g/v_0$ exceeds $1/L$, about 1.2% per nm. The comparison must use the local speed. With $v(H)$ the flat-front speed after a mean advance $H$, $dA/dH=[g/v(H)-1/L]A$, and for constant $g$ this gives $A=a\,[v(H)/v_0]\,e^{-H/L}$. Damping returns as the speed rises: at $g/v_0=1/L$, 65% of the amplitude remains after 100 nm, against 29% without the gradient.

Finally, the (001) atomic-plane spacing is 0.136 nm. The predicted final amplitude is close to one such spacing, reached after 106 nm of growth in the linear law. Smaller continuum amplitudes should not be read as the shape of an individual atomic front. Stress and random nucleation ahead of the front are also absent from the model. The main computed values are collected in the numerical output below.

## Table of computed values

```
EXAMPLE INPUTS (round, rough)
temperature = 823.15 K
flat-front speed v0 = 0.100 nm/s
curvature length G = 0.500 nm
ripple wavelength = 40.0 nm
initial amplitude a = 0.500 nm
regrowth distance = 100.0 nm
MAIN RESULTS
wavenumber q = 0.15708 1/nm
maximum initial slope a*q = 0.0785
amplitude ratio a/G = 1.000
decay rate s = 1.2337e-03 1/s
decay time 1/s = 810.6 s = 13.51 min
decay distance 1/(G*q^2) = 81.06 nm
regrowth time = 1000.0 s
linear final amplitude = 0.1456 nm
finite-amplitude isotropic formula = 0.1419 nm
moving-marker final amplitude = 0.1420 nm
late prefactor = 0.4850 nm
extra mean advance, formula = 0.0615 nm
extra mean advance, markers = 0.0613 nm
SMALL-AMPLITUDE RATE TESTS (amplitude 0.005 nm)
wavelength 40 nm, G 0.5 nm: markers 1.23390e-03, formula 1.23370e-03 1/s
wavelength 80 nm, G 0.5 nm: markers 3.08475e-04, formula 3.08425e-04 1/s
wavelength 40 nm, G 1.5 nm: markers 3.70169e-03, formula 3.70110e-03 1/s
second harmonic for a=0.05 nm: markers -1.3902e-04, formula -1.3889e-04 nm
SMALL SLOPE BUT LARGE a/G
wavelength = 400 nm, a = 4.0 nm
slope = 0.0628, a/G = 8.0
late prefactor: height equation 1.7304, formula 1.7270 nm
late rate: height equation 1.2357e-05, formula 1.2337e-05 1/s
NEGLECTED EFFECTS
mean tilt from (001) = 25.0 degrees
largest ripple angle = 4.49 degrees
model speed at tilt / speed at (001) = 0.6075
sideways drift/v0: simulation 1.7507, formula 1.7507
tilted-front final amplitude = 0.1459 nm
exact (001), cusp-only flattening advance = 28.28 nm
numerical range left at that advance = 1.54e-03 nm
(001) atomic-plane spacing = 0.1358 nm
advance until linear amplitude is one plane = 105.7 nm
activation energy used = 2.70 eV
speed factor for +10 K = 1.579
interface energy used = 0.40 J/m^2
driving energy used = 0.10 eV/atom
G estimate, speed linear in driving energy = 0.500 nm
G estimate, finite driving energy = 0.228 nm
decay rate with finite-driving G = 5.615e-04 1/s
```
